# Wilke's effective diffusivity from the Stefan-Maxwell equations for stagnant gases

## What symmetry and dimensions fix

Let species 1 diffuse along \(z\) through gases \(j=2,\dots,n\) that do not move. Its effective diffusivity \(D_{1m}\) can depend on the mole fractions \(x_j\) and on the binary diffusivities. Four requirements fix its form.

1. Friction acts between gases in relative motion. The stagnant gases are at rest relative to each other, so only the pairs \((1,j)\) count.
2. In a dilute-collision gas the drags from different partners add, and each is proportional to \(1/D_{1j}\). Hence \(1/D_{1m}=\sum_{j\ne1}a_j/D_{1j}\), with dimensionless \(a_j\) that depend on \(x_1\) and \(x_j\).
3. Two stagnant gases with the same diffusivity must act as one gas with their summed mole fraction. This requires \(a(x_j)+a(x_k)=a(x_j+x_k)\), so \(a_j=g(x_1)\,x_j\).
4. If all \(D_{1j}\) equal \(D\), the mixture acts as a single gas and \(D_{1m}=D\). Since \(\sum_{j\ne1}x_j=1-x_1\), this gives \(g=1/(1-x_1)\).

The result is

\[
\frac1{D_{1m}}=\sum_{j\ne1}\frac{w_j}{D_{1j}},\qquad w_j=\frac{x_j}{1-x_1}. \tag{1}
\]

This is a harmonic mean. Its weights are the mole fractions renormalised without species 1, and they sum to one. The argument takes additive drag for granted; the Stefan-Maxwell equations supply it, and they also show which flux law \(D_{1m}\) belongs to.

## Derivation

The gas is ideal, isothermal and isobaric, with total molar concentration \(c=p/(RT)\). Thermal diffusion, pressure diffusion and external forces are left out. Fluxes \(N_i=c\,x_iv_i\) are molar, measured in the laboratory frame, and positive towards larger \(z\).

The partial-pressure gradient of species 1 balances the drag from its partners:

\[
-\frac{dp_1}{dz}=p\sum_{j\ne1}\frac{x_1x_j(v_1-v_j)}{D_{1j}} .
\]

Divide by \(p\), use \(p_1=x_1p\), and replace \(x_1x_j(v_1-v_j)\) by \((x_jN_1-x_1N_j)/c\):

\[
\frac{dx_1}{dz}=\sum_{j\ne1}\frac{x_1N_j-x_jN_1}{c\,D_{1j}} . \tag{2}
\]

The same equation holds for every other species after exchange of labels. With \(N_j=0\) for \(j\ne1\),

\[
\frac{dx_1}{dz}=-\frac{N_1}{c}\sum_{j\ne1}\frac{x_j}{D_{1j}} . \tag{3}
\]

The effective diffusivity is defined by the flux law that includes the drift of the mixture:

\[
N_1=-c\,D_{1m}\frac{dx_1}{dz}+x_1\sum_kN_k . \tag{4}
\]

Here \(\sum_kN_k=N_1\), so the drift term moves to the left:

\[
N_1(1-x_1)=-c\,D_{1m}\frac{dx_1}{dz}. \tag{5}
\]

Insert (3) on the right. The two minus signs cancel, as do \(c\) and \(N_1\):

\[
D_{1m}=\frac{1-x_1}{\sum_{j\ne1}x_j/D_{1j}} . \tag{6}
\]

This is Wilke's formula, identical to (1). It holds at each point for any \(x_1<1\), not merely for a dilute species.

The coefficient must be used with its own flux law. If the code uses \(N_1=-c\,D_F\,dx_1/dz\) without drift, (3) gives \(D_F=1/\sum_{j\ne1}(x_j/D_{1j})=D_{1m}/(1-x_1)\). Putting \(D_{1m}\) into the driftless law loses a factor \(1/(1-x_1)\) in the local flux.

## The coefficient varies through the film

The reduction is exact locally, but it does not turn the mixture into a medium of constant diffusivity. Equation (2) written for a stagnant gas \(j\) contains one surviving flux, \(N_1\):

\[
\frac{dx_j}{dz}=\frac{x_jN_1}{c\,D_{1j}}. \tag{7}
\]

A stagnant gas is dragged along by species 1 and holds its place through an opposing gradient. Relative to \(x_j\), that gradient is steeper for a gas with small \(D_{1j}\), so the stagnant gases partly separate.

Write \(u=N_1/c\). Let \(S=1-x_1=\sum_{j\ne1}x_j\). Summing (7) gives

\[
\frac{dS}{dz}=u\sum_{j\ne1}\frac{x_j}{D_{1j}}=\frac{uS}{D_{1m}} .
\]

The weights \(w_j=x_j/S\) therefore change as

\[
\frac{dw_j}{dz}=\frac1S\frac{dx_j}{dz}-\frac{x_j}{S^2}\frac{dS}{dz}
=u\,w_j\left(\frac1{D_{1j}}-\frac1{D_{1m}}\right).
\]

Multiply by \(1/D_{1j}\) and sum:

\[
\frac{d}{dz}\frac1{D_{1m}}=u\left[\sum_{j\ne1}\frac{w_j}{D_{1j}^2}-\Big(\sum_{j\ne1}\frac{w_j}{D_{1j}}\Big)^2\right]\equiv u\,V . \tag{8}
\]

The bracket \(V\) is the variance of \(1/D_{1j}\) under the weights \(w_j\), so it is not negative. Hence \(D_{1m}\) never increases in the direction of the flux. It is constant if all the stagnant gases present have the same \(D_{1j}\), and it becomes constant in the dilute limit, where \(u\to0\).

## Flux through a film of finite thickness

Let the film extend from \(z=0\), where \(x_1=x_s\), to \(z=L\), where \(x_1=0\) and the stagnant gases have fractions \(y_j\) with \(\sum_jy_j=1\). In the steady state \(N_1\) is constant, and (7) integrates to

\[
x_j(z)=y_j\exp\!\left[-\frac{u(L-z)}{D_{1j}}\right]. \tag{9}
\]

At \(z=0\) these fractions must sum to \(1-x_s\). With \(s=uL=N_1L/c\), which has the dimension of a diffusivity,

\[
F(s)\equiv\sum_{j\ne1}y_j\,e^{-s/D_{1j}}=1-x_s,\qquad N_1=\frac{c\,s}{L}. \tag{10}
\]

\(F\) falls steadily from 1 at \(s=0\) towards 0, so there is one root for each \(0<x_s<1\). Equation (10) depends on the ratios \(s/D_{1j}\) alone: if all \(D_{1j}\) are raised by 10 % at fixed \(c\), \(L\), \(x_s\) and \(y_j\), the flux rises by 10 %.

**Bounds.** Since \(-dx_1=d(1-x_1)\), (5) can be written \(u\,dz=D_{1m}\,d\ln(1-x_1)\). Integration across the film gives

\[
s=\int_{\ln(1-x_s)}^{0}D_{1m}\,d\ln(1-x_1)\equiv D_{\rm film}\,\Lambda,\qquad \Lambda=\ln\frac1{1-x_s}. \tag{11}
\]

For \(N_1>0\), (8) makes \(D_{1m}\) smallest at the top and largest at \(z=0\). Therefore

\[
D_{\rm top}\Lambda\le s\le D_{\rm bottom}\Lambda . \tag{12}
\]

The lower bound needs only the known composition \(y_j\). The upper bound needs the composition at \(z=0\), which follows from the root itself.

**Numerical solution.** Newton's method for (10) reads

\[
s_{\rm new}=s+\frac{F(s)-(1-x_s)}{G(s)},\qquad G(s)=-F'(s)=\sum_{j\ne1}\frac{y_j}{D_{1j}}e^{-s/D_{1j}} .
\]

\(F\) is convex and decreasing. Its tangent lies below the curve, so from a start at or below the root each step stays at or below the root, and the iterates rise towards it. The bound \(s_0=D_{\rm top}\Lambda\) is a safe start. Starting from \(s=0\) also works; the first step then gives \(s=x_s/\sum_j(y_j/D_{1j})=D_{\rm top}x_s\), the estimate without drift.

**Dilute limit.** To leading order in \(x_s\), (8) gives

\[
D_{1m}(z)\approx D_{\rm top}\left[1+D_{\rm top}V_{\rm top}\,u(L-z)\right].
\]

In this order \(\ln(1-x_1)\) is linear in \(z\), so the average in (11) replaces \(L-z\) by \(L/2\). With \(uL\approx D_{\rm top}x_s\),

\[
\frac{D_{\rm film}}{D_{\rm top}}-1\approx\frac{x_s}{2}D_{\rm top}^2V_{\rm top}. \tag{13}
\]

The error of a constant coefficient taken from the top composition is thus of first order in \(x_s\), with a prefactor set by the spread of the binary diffusivities.

**Limit of nearly pure vapour.** As \(x_s\to1\), \(s\) grows and the slowest-decaying exponential dominates (10). It belongs to the largest diffusivity present, \(D_{\max}\), with top fraction \(y_{\max}\):

\[
s\approx D_{\max}\left[\Lambda+\ln y_{\max}\right].
\]

Since \(\Lambda\to\infty\), \(D_{\rm film}\to D_{\max}\). The stagnant gas left near the source is then almost entirely the one through which species 1 diffuses most easily, and \(D_{\rm top}\) is no longer a useful estimate.

## Worked example: silicon tetrachloride vapour in H2 and N2

Liquid SiCl4, a precursor for silicon epitaxy, evaporates at 298 K and 760 Torr into a column 100 mm long. An equal mixture of H2 and N2 sweeps the top and keeps \(x_1=0\) there. The vapour pressure is taken as 240 Torr, so \(x_s=240/760=0.3158\). The diffusivities are 0.330 cm²/s for SiCl4-H2 and 0.075 cm²/s for SiCl4-N2. These are rough typical values.

The carriers are stagnant for a definite reason. In the steady state each \(N_j\) is independent of \(z\), and it vanishes at a liquid that neither absorbs the carrier nor reacts with it. It therefore vanishes throughout the column.

At the top,

\[
D_{\rm top}=\frac1{0.5/0.330+0.5/0.075}=\frac1{1.515+6.667}=0.1222\ \text{cm}^2/\text{s}.
\]

Nitrogen supplies about four fifths of the resistance although it is half of the gas.

With \(\Lambda=0.3795\), the Newton start is \(s_0=0.1222\times0.3795=0.0464\) cm²/s. There \(F=0.7038\) and \(G=4.91\) s/cm², so one step gives

\[
s=0.0464+\frac{0.7038-0.6842}{4.91}=0.0504\ \text{cm}^2/\text{s}.
\]

The converged root is 0.05047 cm²/s. Inserted in (9) at \(z=0\), it gives

\[
x_{\rm H_2}=0.5\,e^{-0.05047/0.330}=0.4291,\qquad
x_{\rm N_2}=0.5\,e^{-0.05047/0.075}=0.2551 .
\]

Their sum is 0.6842, as required. With \(c=4.0895\times10^{-5}\) mol/cm³,

\[
N_1=\frac{4.0895\times10^{-5}\times0.05047}{10}=2.06\times10^{-7}\ \text{mol}/(\text{cm}^2\,\text{s}),
\]

or about 126 mg/(cm² h).

The carrier gas at the liquid is \(0.4291/0.6842=63\,\%\) hydrogen, against 50 % at the top. Accordingly \(D_{1m}\) falls from 0.1455 cm²/s at the liquid to 0.1331 at mid-height and 0.1222 at the top. The film average is 0.1330 cm²/s.

Simpler estimates give these flux errors relative to the root of (10):

- Constant \(D_{1m}\) from the top composition: −8.1 %.
- Constant \(D_{1m}\) from the composition at the liquid: +9.4 %.
- Mean of these two coefficients: +0.67 %, but it needs the composition at the liquid.
- Arithmetic mean of the binary diffusivities, 0.2025 cm²/s: +52 %.
- \(D_{1m}\) from the top with drift left out: −23.5 %.

The first two lie on either side of the exact flux, as (12) requires. For \(x_s=0.001\), the computed shift \(D_{\rm film}/D_{\rm top}-1\) is \(1.984\times10^{-4}\), and (13) gives \(1.982\times10^{-4}\). At \(x_s=0.3158\), (13) would give 6.3 %, while the actual shift is 8.8 %; the leading order is then only a rough guide.

A time-dependent solution of the full Stefan-Maxwell equations tests the assumption of stagnancy. The column starts filled with sweep gas, all three pairs interact, and the liquid takes up no carrier; zero carrier flux inside the column is not imposed. With an H2-N2 diffusivity of 0.78 cm²/s, the final flux differs from the root of (10) by −0.0017 %, and the largest carrier flux is \(2.7\times10^{-10}\) of \(N_1\). The flux difference is a discretisation error of the 40-cell grid; it falls about fourfold each time the number of cells is doubled. A tenfold H2-N2 diffusivity leaves the flux difference at −0.0017 %. The evaporation flux comes within 1 % of its final value after about 390 s.

## What the column model leaves out

**Evaporative cooling** is the largest of the effects sized here if the liquid carries heat by conduction alone. Suppose that the latent heat, roughly 30 kJ/mol, arrives only through 2 mm of liquid with conductivity 0.10 W/(m K), whose lower face stays at 298 K. Solved together with the flux, the heat flow is 58.2 W/m², and the surface cools by

\[
\Delta T=\frac{58.2\times0.002}{0.10}=1.16\ \text{K}.
\]

The surface mole fraction drops to 0.3012 and the flux by 6.1 %. These figures are upper bounds. A layer cooled from above by 1.16 K is unstable: with rough properties of liquid SiCl4 its Rayleigh number is about 5000 and its Marangoni number about 6000, against onset values near 680 and 80, so a clean liquid would convect. If convection doubles the heat transfer the flux falls by 3.2 %, and if it raises it fivefold, by 1.3 %. Heat supplied through the gas or the side walls would reduce the correction further.

**Non-ideality** changes the driving force from \(dx_1\) to \((1+x_1\,d\ln\varphi_1/dx_1)\,dx_1\), where \(\varphi_1\) is the fugacity coefficient. Keep only the SiCl4 virial coefficient \(B\) and set \(b=Bp/(RT)\). The residual Gibbs energy divided by \(RT\) is \(n_1^2b/n\), with \(n\) the total amount of gas. Its derivative with respect to \(n_1\) is \(\ln\varphi_1=b(2x_1-x_1^2)\), so the correction is \(2x_1(1-x_1)b\). For a rough \(B=-1500\) cm³/mol it is −2.7 % at the liquid, and it vanishes towards the top. This is not yet the change in flux. The fugacity of the vapour at the liquid must equal that of the pure saturated vapour, for which \(\ln\varphi=b\,p_{\rm vap}/p\). With the same \(B\), this raises the surface mole fraction from 0.316 to about 0.320, which acts on the flux in the opposite direction. The two effects almost cancel. For the carriers \(\ln\varphi_j=-bx_1^2\), so with \(cD_{1j}\) held constant (10) becomes \(F(s)=(1-x_s)\,e^{-bx_s^2}\), and the net change in flux is about +0.02 %. The terms left out matter more: the effect of the total pressure on the fugacity of the liquid brings the change to about +0.45 %, and rough cross virial coefficients of −30 and −170 cm³/mol for SiCl4-H2 and SiCl4-N2 bring it to about +1 %.

**Smaller effects.** The relative temperature difference \(\Delta T/T\) is 0.39 %, so thermal diffusion stays below the per cent level if its factor is of order one. The scale of pressure diffusion, \(M_1gL/(RT)\) with \(M_1\) the molar mass of SiCl4, is \(6.7\times10^{-5}\). The gas density falls steadily from 2.52 kg/m³ at the liquid to 0.61 kg/m³ at the top, so the heavier gas lies below and ordinary buoyancy does not overturn the layers. At the steady rate the liquid level sinks by 0.84 mm/h, which would be 0.09 mm over the settling time. Evaporation is faster while the column fills, so the actual fall in that time is about 0.14 mm. This is small beside 100 mm, and the steady solution can follow the slowly changing length.

## When the other gases carry fluxes

Above a reacting wafer the surrounding gases are not stagnant. Let \(N_j=r_jN_1\), with \(r_1=1\). Equation (2) becomes

\[
\frac{dx_1}{dz}=-\frac{N_1}{c}\sum_{j\ne1}\frac{x_j-x_1r_j}{D_{1j}},
\]

and the flux law (4) becomes \(N_1(1-x_1\sum_kr_k)=-c\,D\,dx_1/dz\). Eliminating the gradient gives

\[
D=\frac{1-x_1\sum_kr_k}{\sum_{j\ne1}(x_j-x_1r_j)/D_{1j}} . \tag{14}
\]

For \(r_j=0\) this returns to (6). The denominator of (14) can vanish or change sign when \(r_j>0\), so a general code should integrate the gradient equation directly instead of forming \(D\).

Take the overall reaction SiCl4 + 2 H2 → Si + 4 HCl. Hydrogen moves with SiCl4 towards the wafer, \(r_{\rm H_2}=2\), and HCl moves away, \(r_{\rm HCl}=-4\). Consider a point with \(x=0.01\), 0.97 and 0.02 for SiCl4, H2 and HCl. Rough hot-gas diffusivities are 5.0 cm²/s for SiCl4-H2 and 1.0 cm²/s for SiCl4-HCl. Then

\[
D=\frac{1-0.01(1+2-4)}{(0.97-0.02)/5.0+(0.02+0.04)/1.0}=\frac{1.01}{0.19+0.06}=4.04\ \text{cm}^2/\text{s},
\]

\[
D_{\rm Wilke}=\frac{0.99}{0.97/5.0+0.02/1.0}=\frac{0.99}{0.214}=4.63\ \text{cm}^2/\text{s}.
\]

Wilke's value is 14.5 % too high, although SiCl4 is only 1 % of the gas. The main cause is the HCl term: its counterflow raises that part of the resistance from 0.02 to 0.06 s/cm². The smaller hydrogen term and the larger numerator offset part of this increase. A mole fraction of 1 % is therefore not small enough here. At fixed \(r_j\) the error falls roughly in proportion to \(x_1\), to about 1.5 % at \(x_1=10^{-3}\); how small \(x_1\) must be depends on the \(r_j\) and the \(D_{1j}\). Compared with (6), the numerator of (14) contains the extra term \(-x_1\sum_{j\ne1}r_j\), and the denominator the extra term \(-x_1\sum_{j\ne1}r_j/D_{1j}\). Wilke's value is a good approximation if both are small, that is, if \(x_1|\sum_{j\ne1}r_j|\ll1-x_1\) and

\[
x_1\sum_{j\ne1}\frac{|r_j|}{D_{1j}}\ll\sum_{j\ne1}\frac{x_j}{D_{1j}} .
\]

## Relation to real sources and reactors

The column represents vapour leaving a quiet liquid surface by diffusion. A working bubbler passes carrier gas through the liquid; the carrier then has a net flux, and (10) does not predict the delivery rate. Hydrogen is the usual carrier for silicon epitaxy from chlorosilanes. The equal H2-N2 mixture was chosen to separate the two resistances and is not a typical process gas. In the quiet column, the assumption of uniform temperature costs at most about 6 % of the flux for the stated liquid layer, and less if the liquid convects. At the wafer, stagnancy fails; for the composition and fluxes chosen above, Wilke's value exceeds the local coefficient by 14.5 %. The steep temperature gradient there also drives thermal diffusion, which (14) omits, so 4.04 cm²/s is not a complete transport coefficient for a hot reactor. The numerical output below lists most of the computed values.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
temperature 298 K, pressure 760 Torr
SiCl4 vapour pressure 240 Torr, x_s = 0.3158
column length 100 mm
D SiCl4-H2 0.330, SiCl4-N2 0.075 cm2/s
D H2-N2 (transient check only) 0.78 cm2/s
sweep gas: H2 0.50, N2 0.50
total concentration c = 4.0895e-05 mol/cm3
EXACT FILM SOLUTION
N1 L/c = 0.05047 cm2/s, ln[1/(1-x_s)] = 0.37949
flux N1 = 2.0638e-07 mol/(cm2 s)
flux N1 = 126.2 mg/(cm2 h)
z=  0 mm: SiCl4 0.3158 H2 0.4291 N2 0.2551 D1m 0.1455 cm2/s
z= 50 mm: SiCl4 0.1797 H2 0.4632 N2 0.3572 D1m 0.1331 cm2/s
z=100 mm: SiCl4 0.0000 H2 0.5000 N2 0.5000 D1m 0.1222 cm2/s
film-average D = 0.1330 cm2/s
FLUX ERROR OF SHORT CUTS
constant D1m from top: -8.1 %
constant D1m from liquid surface: +9.4 %
mean of the two end D1m: +0.67 %
arithmetic mean D 0.2025 cm2/s: +52.3 %
D1m from top, drift left out: -23.5 %
dilute x_s=0.001: D_film/D_top-1 = 1.984e-04, formula 1.982e-04
CHECKS
random mixtures, largest relative error 6.7e-16
transient flux vs exact: -0.0017 %
same, H2-N2 diffusivity x10: -0.0017 %
largest final carrier flux / N1 = 2.7e-10
largest mole-fraction profile error 1.1e-06
time to settle within 1 % of final flux: 389 s
NEGLECTED EFFECTS
latent heat 30 kJ/mol, liquid k 0.10 W/(m K), depth 2 mm
evaporative heat flux 58.2 W/m2, surface cooling 1.16 K
cooled surface x_s = 0.3012, flux change -6.1 %
non-ideality (B = -1500 cm3/mol): driving force -2.7 % at surface
thermal diffusion scale dT/T = 0.39 %
pressure diffusion scale M g L/(R T) = 6.7e-05
gas density: bottom 2.52, top 0.61 kg/m3
liquid density 1.5 g/cm3, level falls 0.84 mm/h
level fall during settling time 0.09 mm
REACTING WAFER, SiCl4 + 2 H2 -> Si + 4 HCl (local, rough D)
x: SiCl4 0.01, H2 0.97, HCl 0.02
D SiCl4-H2 5.0, SiCl4-HCl 1.0 cm2/s
Wilke 4.626, with true fluxes 4.040 cm2/s, Wilke error +14.5 %
```
